\section*{Why energy differences need a lower plane-wave cutoff than total energies}

\section{The result and its size}

A plane-wave cutoff removes the short-wavelength part of each orbital. With a hard pseudopotential that part is produced inside the atomic cores. When most of the loss comes from compact filled shells, whose orbitals change little when atoms are brought together, the energy lost is nearly the same for a molecule as for its separated atoms, and it nearly cancels when the two are subtracted at the same cutoff. The loss of an orbital that takes part in the bond cancels less well: in the model below it changes by 17\% on bonding at a cutoff of 20 hartree.

In the one-dimensional dimer treated below, the total energy at a cutoff of 20 hartree is too high by 24.0 millihartree, while the binding energy is wrong by 0.40 millihartree. To stay within 1 millihartree, among cutoffs scanned in steps of 1 hartree, the total energy needs 41 hartree and the binding energy 14 hartree. These figures hold for atom and dimer in the same cell and for a bond of 5 bohr, at which the cores barely overlap; at 3 bohr the binding error reaches 15\% of the total-energy error, and at 2 bohr 25\%.

Two qualifications belong to the result. First, between 10 and 70 hartree the error of the difference does not decay by a faster law in this model: it has a similar tail with a much smaller prefactor. Second, the cancellation depends on which orbitals are filled. In this one-dimensional model a single hard bonding orbital would leave an oscillating remainder, 22\% of the error of the two atoms at 15 hartree and only a few percent at 20.

\section{Model and conventions}

Hartree atomic units are used. Independent electrons move in one dimension, and each atom has the potential
\begin{equation}
v(x)=-A e^{-x^2/2a^2}-B e^{-x^2/2b^2},
\end{equation}
with round parameters $A=4$ hartree, $a=0.3$ bohr, $B=0.6$ hartree and $b=2$ bohr. The narrow well plays the part of a hard pseudopotential core; the broad well holds the valence electron. The atom has two electrons in a compact even orbital $\varphi$, called the core orbital here although it is treated explicitly, and one in an extended odd orbital. Their energies are $-2.262$ and $-0.209$ hartree.

The dimer has sites at $\pm R/2$ with $R=5$ bohr. Its six electrons fill the even and odd core combinations and the lowest valence orbital. There is no repulsion between electrons or between ions; an ionic term would not depend on the cutoff.

In a periodic cell of length $L=40$ bohr,
\begin{equation}
\psi(x)=\frac{1}{\sqrt L}\sum_q\psi(q)e^{iqx},\qquad \sum_q|\psi(q)|^2=1 .
\end{equation}
The basis keeps $|q|\le Q$, with $E_{\rm cut}=Q^2/2$. Let $P$ project on the kept waves and $C=1-P$ on the missing ones. An error $\varepsilon$ or $\delta E$ is the energy at the cutoff minus the converged energy, for which a cutoff of 200 hartree serves. The basis grows in steps of $2\pi/L=0.157$ bohr$^{-1}$, and each step advances the phase $QR$ met below by 0.79 radian. Errors quoted at a nominal cutoff therefore belong to this cell; the small ones, near a zero of an oscillation, depend on $L$ most and can change sign.

\section{What the missing waves cost}

Let $H=T+V$ and $H\psi=E\psi$, and let $\chi$ be the corresponding eigenvector in the truncated basis, $PHP\chi=E_Q\chi$. The kinetic energy $T$ is diagonal in $q$, so $PHC=PVC$. Projecting the exact equation with $P$ gives
\begin{equation}
PHP\psi+PVC\psi=EP\psi .
\end{equation}
Take the product with $\chi$. The first term becomes $E_Q\langle\chi|P\psi\rangle$, hence
\begin{equation}
E_Q-E=-\frac{\langle\chi|V|C\psi\rangle}{\langle\chi|P\psi\rangle}.
\label{eq:exact}
\end{equation}
At high cutoff $\chi$ is close to the normalized $P\psi$. Making this replacement leaves $-\langle P\psi|V|C\psi\rangle$ in the numerator. Projecting the exact equation with $C$ instead gives $CVP\psi=-C(H-E)C\psi$, so
\begin{equation}
\varepsilon\simeq
\frac{\langle C\psi|H-E|C\psi\rangle}{\langle P\psi|P\psi\rangle}.
\label{eq:tail}
\end{equation}

The right side is also a variational bound. Since $(H-E)P\psi=-(H-E)C\psi$,
\begin{align}
\langle P\psi|H-E|P\psi\rangle
&=-\langle P\psi|H-E|C\psi\rangle\nonumber\\
&=\langle C\psi|H-E|C\psi\rangle ,
\end{align}
where the second line moves the Hermitian operator $H-E$ to the left and uses the same relation again. Equation~\eqref{eq:tail} is thus the energy of the trial function $P\psi$, measured from $E$. For the lowest state of each parity, $\varepsilon$ cannot exceed it. For the atomic core orbital the true error is 0.996 of the bound at 20 hartree and 0.999 at 40 hartree.

Written out, the numerator is
\begin{equation}
\sum_{|q|>Q}\Bigl(\frac{q^2}{2}-E\Bigr)|\psi(q)|^2
+\langle C\psi|V|C\psi\rangle .
\end{equation}
For a bound state $-E$ is positive and the potential term is negative, so they partly compensate. The missing kinetic energy alone is already a good estimate: for two atoms at 20 hartree it is 24.0 millihartree, against a summed energy error of 24.4 millihartree.

\section{Why the missing part is atomic}

In Fourier space the Schr\"odinger equation reads
\begin{equation}
\psi(q)=-\frac{(V\psi)(q)}{q^2/2-E}.
\end{equation}
The broad well transfers only small momenta, of order $1/b=0.5$ bohr$^{-1}$. Acting on the tail it is roughly a multiplication by a number no deeper than about $-B$. Its contribution relative to $\psi(q)$ is then about $0.6/(20+2.26)=0.027$ for the core orbital at $q^2/2=20$ hartree. What remains comes from the narrow wells $v_{\rm n}$ at the sites $X_s$:
\begin{equation}
\psi(q)\simeq-\sum_s\frac{e^{-iqX_s}}{\sqrt L\,(q^2/2-E)}
\int v_{\rm n}(y)\,\psi(X_s+y)\,e^{-iqy}\,dy .
\label{eq:source}
\end{equation}
Each integral sees the orbital within a few tenths of a bohr of one site. Evaluated in real space for $q^2/2$ between 20 and 60 hartree, this formula misses the true amplitudes by 2.4\% in relative norm for the atomic core orbital and by 2.5\% for the dimer valence orbital. The short waves of the valence orbital are thus made in the cores too.

The environment acts on these amplitudes through the orbital near the site and, weakly, through $E$ in the denominator (0.3\% in the squared core amplitude at 20 hartree, 1.6\% for the valence orbital). The neighbour's potential there is mainly its broad well,
\begin{equation}
-0.6\,e^{-25/8}=-0.026\ \text{hartree},
\end{equation}
and its slope, $0.026\,R/b^2=0.033$ hartree/bohr, changes it by only about 0.01 hartree over the width $a$, small against the 2 hartree spacing of the core and valence levels. A constant potential shifts a level without changing its orbital. The mean core level does fall by 0.030 hartree from atom to dimer, close to this estimate.

\section{Interference, and how filled shells remove it}

The two core combinations are split by only 0.001 hartree, so their overlap may be neglected:
\begin{equation}
\psi_\pm(x)\simeq\frac{\varphi(x+R/2)\pm\varphi(x-R/2)}{\sqrt2}.
\end{equation}
A displacement multiplies a Fourier amplitude by a phase. Therefore
\begin{align}
|\psi_\pm(q)|^2
&\simeq\tfrac12|\varphi(q)|^2
\left|e^{iqR/2}\pm e^{-iqR/2}\right|^2\nonumber\\
&=|\varphi(q)|^2\,[1\pm\cos(qR)] .
\end{align}
Weighting with $w(q)=(q^2/2-E)|\varphi(q)|^2$ gives
\begin{equation}
\varepsilon_\pm\simeq\varepsilon_{\rm c}\,[1\pm I(Q)],\qquad
I(Q)=\frac{\sum_{|q|>Q}w(q)\cos(qR)}{\sum_{|q|>Q}w(q)},
\label{eq:I}
\end{equation}
where $\varepsilon_{\rm c}$ is the atomic core error per electron. The potential energy of the tail is left out of $I$. It interferes somewhat differently (even--odd asymmetry $-0.27$ against $-0.22$ at 15 hartree), but it is only 8\% of the weighted sum at 15 hartree and less at higher cutoffs.

To see how large $I$ is, let $w$ fall locally as $e^{-\gamma(q-Q)}$ and replace the sums by integrals:
\begin{align}
I&\simeq{\rm Re}\,e^{iQR}\int_0^\infty\gamma e^{-(\gamma-iR)t}dt
={\rm Re}\,\frac{\gamma e^{iQR}}{\gamma-iR}\nonumber\\
&=\frac{\gamma}{\sqrt{\gamma^2+R^2}}\cos(QR+\eta),\qquad
\tan\eta=\frac{R}{\gamma}.
\end{align}
If $R\gg\gamma$, many oscillations are averaged and $I$ is of order $\gamma/R$. If $R\ll\gamma$, the waves just above the cutoff dominate and nothing is averaged. Here $\varepsilon_{\rm c}$ falls from 5.74 to 0.250 millihartree between 20 and 40 hartree, that is, between $Q=6.32$ and $8.94$ bohr$^{-1}$. The mean rate is $\gamma=\ln(23.0)/2.62=1.2$ bohr, and the amplitude of $I$ is about $1.2/\sqrt{1.2^2+5^2}=0.23$. The local rate grows from 1.1 bohr near 15 hartree to 1.5 bohr near 70, and the extrema of $|I|$ grow with it from 0.22 to 0.29. Interference is not small.

The levels show it directly. At 15 hartree the atomic core error is 16.53 millihartree per electron, while the even and odd combinations have 12.86 and 19.97. Half their difference divided by their mean is $-0.217$; equation~\eqref{eq:I}, fed with the isolated atom alone, gives $-0.220$. From 15 to 70 hartree the two values differ by at most 0.008.

With both combinations doubly occupied,
\begin{equation}
2\varepsilon_++2\varepsilon_-\simeq
2\varepsilon_{\rm c}(1+I)+2\varepsilon_{\rm c}(1-I)=4\varepsilon_{\rm c},
\end{equation}
which is the error of the four core electrons in two separate atoms. Over the same range this equality holds to 0.71\% or better. A filled shell whose orbitals barely overlap (0.0008 here) can be described by its local orbitals, and the cutoff then sees atoms. At shorter bonds this degrades: between 15 and 60 hartree the equality is off by up to 2.5\% at $R=3$ bohr, 12\% at 2 bohr and 33\% at 1.5 bohr, and $|\delta D|/\delta E_{\rm dimer}$ reaches 0.06, 0.15, 0.25 and 0.34 at 4, 3, 2 and 1.5 bohr.

At 15, 20, 30 and 40 hartree the dimer core error is slightly below the atomic one. The cause of this small remainder is not isolated here.

\section{What is left in the binding energy}

Define the binding energy as $D=2E_{\rm atom}-E_{\rm dimer}$. Its converged value is 0.456 hartree (12.4 eV). With $\varepsilon_{\rm v}$ for the atomic valence orbital and $\varepsilon_{\rm v}'$ for that of the dimer,
\begin{equation}
\delta D=
\underbrace{4\varepsilon_{\rm c}-2\varepsilon_+-2\varepsilon_-}_{\text{core}}
+\underbrace{2(\varepsilon_{\rm v}-\varepsilon_{\rm v}')}_{\text{valence}} .
\end{equation}
At 20 hartree, in millihartree,
\begin{align}
2\,\delta E_{\rm atom}&=2(2\times5.745+0.712)=24.40,\nonumber\\
\delta E_{\rm dimer}&=2(5.4911+5.9237+0.5875)=24.00,\nonumber\\
\delta D&=24.40-24.00=0.40 .
\end{align}
The core contributes 0.15 and the valence orbital 0.25. The valence error changes by 17\% on bonding, but it makes up only $2\times0.712/24.40=6\%$ of the atomic total. Their product is the 1\% that the valence part adds to the relative error.

The valence orbital keeps its interference because only its bonding combination is filled. If $p$ is the odd atomic orbital, that combination is proportional to $p(x+R/2)-p(x-R/2)$, which is even about the bond centre. The steps used for $\psi_-$ give a factor $1-\cos(qR)$, so
\begin{equation}
\varepsilon_{\rm v}'\simeq\alpha\,\varepsilon_{\rm v}(1-I_{\rm v}),
\end{equation}
where $\alpha$ is the change of the orbital's weight in the cores and $I_{\rm v}$ is defined like $I$ with the valence tail. This neglects mixing with even orbitals on each site. At 15, 20, 30 and 40 hartree the ratio $\varepsilon_{\rm v}'/\varepsilon_{\rm v}$ is 1.11, 0.83, 0.97 and 0.78, while $-I$ of the core orbital is 0.22, 0.04, 0.20 and 0.04. The two rise and fall together at these four cutoffs. Neither $\alpha$ nor $I_{\rm v}$ is computed; setting $I_{\rm v}=I$ would require $\alpha$ between 0.75 and 0.91, so the formula is only qualitative.

\section{A smaller prefactor, not a faster law}

The ratio $|\delta D|/\delta E_{\rm dimer}$ is 0.004 at 10 hartree, 0.017 at 20 and 0.027 at 50. It fluctuates and shows no decline over the scanned range; its largest value between 10 and 70 hartree is 0.027. Stretching the bond from 5 to 6 bohr costs 0.201 hartree, and the error of that difference stays below 4\% of the total-energy error.

A small prefactor still saves much. If both errors fall as $e^{-\gamma Q}$ and their ratio is $r$, they reach a given tolerance at cutoffs separated by
\begin{equation}
\Delta Q=\frac{\ln(1/r)}{\gamma}.
\end{equation}
With $r=0.0165$ from 20 hartree and $\gamma=1.2$ bohr, $\Delta Q=3.4$ bohr$^{-1}$. The thresholds of 41 and 14 hartree correspond to $Q=9.1$ and $5.3$ bohr$^{-1}$, a separation of 3.8. In three dimensions the number of plane waves grows as $Q^3$, so the same two cutoffs would differ by a factor $(41/14)^{3/2}\simeq5$ in basis size. The estimate is rough, because $r$ fluctuates (values from 0.0009 to 0.027 give $\Delta Q$ from 5.8 to 3.0) and $\gamma$ grows with $Q$. The gain depends on the tolerance: the separation is 4.2 bohr$^{-1}$ at 3 millihartree, 3.0 at 0.1 and 2.7 at 0.03, and the factor in basis size falls from 9 to about 2.

\section{When the cancellation fails}

\paragraph{A hard orbital changes its bonding occupation.}
Suppose each atom had one electron, in the core orbital, and the dimer two in $\psi_+$. Then $\delta D=2\varepsilon_{\rm c}-2\varepsilon_+\simeq-2\varepsilon_{\rm c}I$. At 15 hartree this is $2(16.53-12.86)=7.3$ millihartree, or 22\% of the error of the two atoms. With both combinations filled, the core remainder is 0.45 millihartree. In three dimensions, for spherical tails $\cos(qR)$ is replaced by the average of $e^{i\mathbf q\cdot\mathbf R}$ over directions,
\begin{equation}
\frac12\int_{-1}^{1}e^{iqRu}\,du=\frac{\sin qR}{qR},
\end{equation}
whose amplitude is smaller by $1/(qR)$, about $1/27$ at 15 hartree, so this one-dimensional case is much harsher than a spherical three-dimensional one at the same distance. The relief is smaller for directed orbitals and short bonds. For $p$ tails along the bond the average carries the weight $3u^2$ and tends to $3\sin qR/(qR)$; with $\gamma=1.2$ bohr near 15 hartree the reduction is about $1/9.5$ at $R=5$ bohr and only $1/3.4$ at $R=2.1$ bohr, where the amplitude of $I$ is still 0.14.

\paragraph{Electrons move between hard and soft orbitals.}
Promoting one core electron to the valence orbital of the model atom changes the cutoff error by $\varepsilon_{\rm v}-\varepsilon_{\rm c}=0.71-5.74=-5.0$ millihartree at 20 hartree. Such an energy converges like a total energy.

\paragraph{The cutoffs differ.}
Atoms at 20 hartree combined with a dimer at 40 hartree give $\delta D=24.40-1.05=23.4$ millihartree. The same danger arises when cells of different size are compared at a fixed number of plane waves, because $Q$ then changes with the cell.

\section{Consequences for practice}

Converge the difference that is wanted, with the same pseudopotentials, the same cutoff and, where possible, the same cell on both sides. A different cell keeps a different set of waves at the same nominal cutoff: with the dimer in 40 bohr and the atom in cells of 25 to 60 bohr, $\delta D$ runs from $-0.9$ to $+1.2$ millihartree at 20 hartree, and reaches 0.8 instead of 0.03 at 30 hartree. In three dimensions these steps are smoother; for a model spherical tail at 20 hartree they amount to 5\% of the missing weight in a cubic cell of 12 bohr, 1\% at 15 bohr and 0.1\% at 30 bohr. Use several cutoffs, since one small change may be accidental. At 15 hartree the binding error is only 0.06 millihartree because a core part of $+0.45$ meets a valence part of $-0.39$; at 20 hartree it is 0.40 again. Likewise, the error is 0.68 millihartree at 10 hartree but still exceeds 1 millihartree at 13.

If a total energy is needed, the atomic error can be subtracted from it:
\begin{equation}
E_{\rm dimer}(Q)-2\,[E_{\rm atom}(Q)-E_{\rm atom}(\infty)] .
\end{equation}
Its error is $\delta E_{\rm dimer}-2\,\delta E_{\rm atom}=-\delta D$. At 20 hartree the correction reduces 24.0 millihartree to 0.4 in magnitude, at the price of one well-converged atom and one atom at cutoff $Q$ in the same cell as the dimer.

Equations~\eqref{eq:exact} and \eqref{eq:tail} also hold when $V$ contains the nonlocal projectors of a norm-conserving pseudopotential, because they require only that $V$ be Hermitian. Projectors confined to the core keep that part of the source local. Self-consistent changes of the potential are outside this model, so its percentages should not be carried over to a real material.

Finally, this cancellation concerns hardness, not transferability. A difference converged with respect to cutoff is free of basis error for the chosen pseudopotential; cell size, $k$-point sampling and the functional are separate questions. Any failure of that pseudopotential to follow the all-electron atom into a new environment remains at infinite cutoff and has to be examined separately. The converged levels and the errors at selected cutoffs are given in the numerical output.

\section*{Computed values}
\begin{verbatim}
narrow well: A = 4.0 hartree, a = 0.3 bohr
broad well: B = 0.6 hartree, b = 2.0 bohr
cell = 40.0 bohr, R = 5.0 and 6.0 bohr
reference cutoff = 200.0 hartree
atom core, valence levels = -2.26153, -0.20924 hartree
dimer levels (even core, odd core, valence) = -2.29191, -2.29096, -0.37738 hartree
largest deviation from real-space levels = 1.0e-05 hartree
total energy: atom -4.73230, dimer -9.92051 hartree
binding energy = 0.45591 hartree = 12.406 eV
stretching energy = 0.20082 hartree
Errors in millihartree: dimer total, binding, stretching; then |binding|/total
cutoff 10 hartree: 185.3469, 0.6805, -1.4433; 0.0037
cutoff 15 hartree: 69.6801, 0.0633, -0.9860; 0.0009
cutoff 20 hartree: 24.0048, 0.3962, -0.1131; 0.0165
cutoff 30 hartree: 4.4116, 0.0333, -0.0084; 0.0075
cutoff 40 hartree: 1.0496, 0.0212, 0.0108; 0.0202
cutoff 50 hartree: 0.2327, 0.0062, 0.0036; 0.0267
largest |binding|/total, 10-70 hartree = 0.0269
largest |stretching|/total, 10-70 hartree = 0.0387
cutoff for 1 millihartree (total, binding, stretching) = 41, 14, 15 hartree
Per-electron core errors in millihartree: atom, dimer even, dimer odd; then interference I measured, predicted
cutoff 15 hartree: 16.5267, 12.8590, 19.9687; -0.217, -0.220
cutoff 20 hartree: 5.7445, 5.4911, 5.9237; -0.038, -0.043
cutoff 30 hartree: 1.0401, 0.8244, 1.2438; -0.203, -0.207
cutoff 40 hartree: 0.2501, 0.2397, 0.2576; -0.036, -0.040
Per-electron valence errors in millihartree: atom, dimer; then core part, valence part of binding error
cutoff 15 hartree: 1.8183, 2.0124; 0.4516, -0.3883
cutoff 20 hartree: 0.7115, 0.5875; 0.1482, 0.2480
cutoff 30 hartree: 0.1422, 0.1377; 0.0242, 0.0091
cutoff 40 hartree: 0.0352, 0.0275; 0.0058, 0.0154
largest relative core mismatch, 15-70 hartree = 0.00706
rms core, valence part / total error, 15-70 hartree = 0.00569, 0.01186
rms interference I, 15-70 hartree = 0.193
largest |I measured - I predicted| = 0.008
atomic core error / tail bound at 15 hartree = 0.9937
atomic core error / tail bound at 20 hartree = 0.9960
atomic core error / tail bound at 40 hartree = 0.9989
missing kinetic energy at 20 hartree: two atoms 24.0045, dimer 23.6430 millihartree, ratio 0.9849
missing kinetic energy at 40 hartree: two atoms 1.0585, dimer 1.0383 millihartree, ratio 0.9809
narrow-well source misfit: atomic core 0.0242, dimer valence 0.0248
\end{verbatim}
